# Cancellation of infrared divergences in $\gamma^*\to f\bar f$ at first order in $\alpha$, part 2

A virtual photon of momentum $q$, $q^2=s$, decays into a massless fermion ($p_1$) and antifermion ($p_2$) of unit charge. We verify that the infinite virtual and real photon corrections sum to $\Gamma/\Gamma_0=1+3\alpha/4\pi$, counting only photons attached to the pair. Conventions: $\hbar=c=1$, metric $(+,-,-,-)$, Feynman gauge, $d=4-2\epsilon$, coupling $e^2\mu^{2\epsilon}$, $\alpha=e^2/4\pi$, $\Omega_n=2\pi^{n/2}/\Gamma(n/2)$.

The squared current, summed over spins and integrated over final momenta, is $H^{\mu\nu}=(q^\mu q^\nu-sg^{\mu\nu})h$, with $-g_{\mu\nu}H^{\mu\nu}=(d-1)sh$. The Born rate $\Gamma_0$ is proportional to $T_2\Phi_2$, with $T_2=(1-\epsilon)s\,\mathrm{tr}1$ and two-body phase space $\Phi_2$.

**Virtual part.** The amplitude is multiplied by $1+F_1+\delta Z_2$. With Feynman parameters $x,y$, $z=1-x-y$, $\Delta=-xys$ (meaning $\Delta-i0$) and $N_0=s[-2(1-x)(1-y)+2\epsilon xy]$,

$$F_1=\frac{\alpha}{4\pi}(4\pi\mu^2)^\epsilon\int dx\,dy\left[2(1-\epsilon)^2\Gamma(\epsilon)\Delta^{-\epsilon}-\Gamma(1+\epsilon)N_0\Delta^{-1-\epsilon}\right].$$

$\delta Z_2$ is the on-shell value of

$$\Sigma_V=-\frac{\alpha}{4\pi}(4\pi\mu^2)^\epsilon\,2(1-\epsilon)\Gamma(\epsilon)B(2-\epsilon,1-\epsilon)(-p^2)^{-\epsilon},$$

whose $B(2-\epsilon,1-\epsilon)(-p^2)^{-\epsilon}$ is $\int_0^1dz\,z\,\Delta'^{-\epsilon}$, $\Delta'=-z(1-z)p^2$. For a massless photon $\delta Z_2=0$. With $S=(4\pi\mu^2/s)^\epsilon$ and $c_V=\Gamma^2(1-\epsilon)/\Gamma(1-2\epsilon)$,

$$\frac{\Gamma_V}{\Gamma_0}=\frac{\alpha}{2\pi}S\,V,\qquad V=-\cos(\pi\epsilon)\,\Gamma(1+\epsilon)\,c_V\,\frac{2-\epsilon+2\epsilon^2}{\epsilon^2(1-2\epsilon)} .$$

The $\cos(\pi\epsilon)$ comes from continuation to $s>0$.

**Real part.** For photon momentum $k$, $P=p_1+k$, $K=p_2+k$, $y_1s=K^2$, $y_2s=P^2$, $y_3s=(p_1+p_2)^2$, $y_1+y_2+y_3=1$. The emission amplitude $\Gamma^{\mu\nu}$ obeys the Ward identity $k_\nu\bar u\Gamma^{\mu\nu}v=0$. Its square $T_3$, without the coupling, contains the first diagram squared,

$$\frac{(d-2)^2}{(y_2s)^2}\mathrm{tr}1\,\frac{s^2}{2}\left[y_2(y_3+y_1)-y_2y_3\right]=2(1-\epsilon)^2\,\mathrm{tr}1\,\frac{y_1}{y_2},$$

its mirror under $y_1\leftrightarrow y_2$, and two equal interference terms $-X/(y_1y_2s^2)$, with

$$X=\mathrm{tr}1\,s^2\left[-2y_3(1-\epsilon)+2\epsilon(1-\epsilon)y_1y_2\right].$$

Together,

$$\frac{T_3}{T_2}=\frac2s\,W,\qquad W=(1-\epsilon)\left(\frac{y_1}{y_2}+\frac{y_2}{y_1}\right)+\frac{2y_3}{y_1y_2}-2\epsilon .$$

Integrals over the triangle $u,v>0$, $u+v<1$ use

$$\int du\,dv\;u^{a-1}v^{b-1}(1-u-v)^{c-1}=\frac{\Gamma(a)\Gamma(b)\Gamma(c)}{\Gamma(a+b+c)} .$$

## Real emission: phase space and integration

In $d\Phi_n=\prod_i\frac{d^{d-1}p_i}{(2\pi)^{d-1}2E_i}(2\pi)^d\delta^d(q-\sum p_i)$ the momentum delta function turns the last particle's measure into a mass-shell delta function. For two bodies in the rest frame this is $\delta(s-2\sqrt sE)$, so

$$\Phi_2=(2\pi)^{2-d}\Omega_{d-1}\frac{(\sqrt s/2)^{d-3}}{4\sqrt s}=(2\pi)^{2-d}\,\frac{\Omega_{d-1}}{8}\left(\frac s4\right)^{-\epsilon}.$$

For three bodies, $d^{d-1}p_1=\Omega_{d-1}E_1^{d-2}dE_1$ and $d^{d-1}p_2=\Omega_{d-2}E_2^{d-2}dE_2\sin^{d-4}\theta\,d\cos\theta$, with $\theta$ the angle between the fermions. The delta function of $k^2=s-2\sqrt s(E_1+E_2)+2E_1E_2(1-\cos\theta)$ removes $\cos\theta$ and gives $1/(2E_1E_2)$:

$$d\Phi_3=(2\pi)^{3-2d}\,\frac{\Omega_{d-1}\Omega_{d-2}}{8}(E_1E_2\sin\theta)^{-2\epsilon}dE_1dE_2 .$$

Put $E_i=x_i\sqrt s/2$. Then $y_1s=(q-p_1)^2$ gives $y_1=1-x_1$, likewise $y_2=1-x_2$, and $dE_1dE_2=(s/4)dy_1dy_2$. From $y_3s=2E_1E_2(1-\cos\theta)$ we get $1-\cos\theta=2y_3/x_1x_2$, and $1+\cos\theta=2(x_1x_2-y_3)/x_1x_2=2y_1y_2/x_1x_2$. The physical region is thus the triangle $y_i>0$, and $(E_1E_2\sin\theta)^2=s^2y_1y_2y_3/4$. With $\Omega_{d-2}=2\pi^{1-\epsilon}/\Gamma(1-\epsilon)$,

$$\frac{d\Phi_3}{\Phi_2}=(2\pi)^{1-d}\Omega_{d-2}\frac s4(sy_1y_2y_3)^{-\epsilon}dy_1dy_2=\frac{s}{16\pi^2}\left(\frac{4\pi}{s}\right)^{\!\epsilon}\frac{(y_1y_2y_3)^{-\epsilon}}{\Gamma(1-\epsilon)}dy_1dy_2 .$$

The prefactor is $e^2\cdot(2/s)\cdot s/16\pi^2=\alpha/2\pi$, so $\Gamma_R/\Gamma_0=(\alpha/2\pi)SR$ with $R=\int(y_1y_2y_3)^{-\epsilon}W/\Gamma(1-\epsilon)$, convergent for $\epsilon<0$. The three kinds of term in $W$ give

$$\frac{2(1-\epsilon)\Gamma(2-\epsilon)\Gamma(-\epsilon)\Gamma(1-\epsilon)}{\Gamma(3-3\epsilon)},\qquad\frac{2\Gamma^2(-\epsilon)\Gamma(2-\epsilon)}{\Gamma(2-3\epsilon)},\qquad-\frac{2\epsilon\,\Gamma^3(1-\epsilon)}{\Gamma(3-3\epsilon)}.$$

Take out $\Gamma^3(1-\epsilon)/\Gamma(1-3\epsilon)$ and the denominator $\epsilon^2(1-3\epsilon)(2-3\epsilon)$. The numerators add to

$$2\left[-\epsilon(1-\epsilon)^2+(1-\epsilon)(2-3\epsilon)-\epsilon^3\right]=2\left[2-6\epsilon+5\epsilon^2-2\epsilon^3\right],$$

and so

$$R=\frac{\Gamma^2(1-\epsilon)}{\Gamma(1-3\epsilon)}\,\frac{2(2-6\epsilon+5\epsilon^2-2\epsilon^3)}{\epsilon^2(1-3\epsilon)(2-3\epsilon)} .$$

The poles can be assigned to regions. When $k\to0$, both $y_1$ and $y_2$ vanish and $W\to2/(y_1y_2)$, the eikonal factor. Its integral is $2\Gamma^2(-\epsilon)\Gamma(1-\epsilon)/\Gamma(1-3\epsilon)$, which is the gamma factor taken out above times exactly $2/\epsilon^2$. The double pole belongs to photons that are soft and collinear at once. When the photon is parallel to the fermion, $y_2\to0$, and with $z=1-y_1$ the fermion's share of the energy,

$$y_2W\to(1-\epsilon)(1-z)+\frac{2z}{1-z}=\frac{2}{1-z}-(1+z)-\epsilon(1-z).$$

The first term is the eikonal one. The remainder gives $\int_0dy_2\,y_2^{-1-\epsilon}\to-1/\epsilon$ times $-\int_0^1(1+z)dz=-3/2$, that is $3/2\epsilon$ for each of the two fermions.

## The sum

With $\ln\Gamma(1-a)=\gamma a+\pi^2a^2/12+O(a^3)$ and $\cos\pi\epsilon=1-\pi^2\epsilon^2/2+\dots$, both prefactors have linear term $-\gamma\epsilon$ in the exponent, and

$$e^{\gamma\epsilon}\frac{\Gamma^2(1-\epsilon)}{\Gamma(1-3\epsilon)}=1+\frac{\pi^2\epsilon^2}{12}(2-9)+O(\epsilon^3),$$
$$e^{\gamma\epsilon}\cos(\pi\epsilon)\Gamma(1+\epsilon)c_V=1+\frac{\pi^2\epsilon^2}{12}(1+2-4-6)+O(\epsilon^3).$$

Both equal $1-7\pi^2\epsilon^2/12$ to this order. For the rational part of $R$, $[(1-3\epsilon)(1-\tfrac32\epsilon)]^{-1}=1+\tfrac92\epsilon+\tfrac{63}{4}\epsilon^2+\dots$, and the product with $2-6\epsilon+5\epsilon^2$ is $2+(9-6)\epsilon+(\tfrac{63}{2}-27+5)\epsilon^2$. For $V$, $(2-\epsilon+2\epsilon^2)(1+2\epsilon+4\epsilon^2)=2+3\epsilon+(8-2+2)\epsilon^2+\dots$. Therefore

$$e^{\gamma\epsilon}R=\frac{2}{\epsilon^2}+\frac3\epsilon+\frac{19}{2}-\frac{7\pi^2}{6}+O(\epsilon),\qquad e^{\gamma\epsilon}V=-\frac{2}{\epsilon^2}-\frac3\epsilon-8+\frac{7\pi^2}{6}+O(\epsilon).$$

The constants are $-2.014538$ and $3.514538$. Poles and $\pi^2$ terms cancel, and $R+V\to19/2-8=3/2$. With no pole left, the common factor $Se^{-\gamma\epsilon}$ goes to 1 and no $\ln\mu$ survives:

$$\frac{\Gamma}{\Gamma_0}=1+\frac{\alpha}{2\pi}\cdot\frac32=1+\frac{3\alpha}{4\pi}.$$

The timelike continuation is needed for the finite part. The $\cos\pi\epsilon$ contributes $(-2/\epsilon^2)(-\pi^2\epsilon^2/2)=+\pi^2$, and without it the sum would be $3/2-\pi^2=-8.369604$.

At finite $\epsilon$ the size of the cancellation is visible; the distance of the sum from $3/2$ falls roughly in proportion to $|\epsilon|$, as an $O(\epsilon)$ remainder should.

| $\epsilon$ | $e^{\gamma\epsilon}R$ | $e^{\gamma\epsilon}V$ | sum |
|---|---|---|---|
| $-0.1$ | 168.859 | $-167.062$ | 1.797 |
| $-0.01$ | 19698.085 | $-19696.553$ | 1.532 |
| $-0.001$ | 1996997.996 | $-1996996.492$ | 1.503 |

## A second regulator

If $3/2$ is physical it cannot depend on the regulator. Give the photon a mass $\lambda$, with $\beta=\lambda^2/s$, and set $d=4$ in the real emission. The Ward identity above did not use $k^2=0$, so the $k^\nu k^{\nu'}$ part of the polarization sum drops. Now $y_1+y_2+y_3=1+\beta$, $p_1\cdot P=(y_2-\beta)s/2$, $p_2\cdot P=p_2\cdot q=(1-y_2)s/2$ and $P\cdot K=(1+\beta)s/2$. The bracket in the squared diagram becomes $(y_2-\beta)(1-y_2)-y_2y_3=y_1y_2-\beta$, and $X$ at $\epsilon=0$ gains the factor $1+\beta$:

$$W_\beta=\frac{y_1}{y_2}+\frac{y_2}{y_1}+\frac{2(1+\beta)y_3}{y_1y_2}-\beta\left(\frac1{y_1^2}+\frac1{y_2^2}\right).$$

Here $x_1x_2-y_3=y_1y_2-\beta$, so the region is $\beta/y_1<y_2<1+\beta-y_1$ with $\beta<y_1<1$, and $R_\beta=\int W_\beta$. It is symmetric in $y_1,y_2$. For $\beta\to0$, with $\Lambda=\ln\beta$, write $y_3\approx1-y_1-y_2$ and do the $y_2$ integral first, using $\int_0^1\ln(1-u)\,du/u=-\pi^2/6$:

- $2/(y_1y_2)$ gives $2\int dy_1\ln[y_1(1-y_1)/\beta]/y_1=\Lambda^2-\pi^2/3$;
- $-4/y_1$ gives $-4\int(1-y_1-\beta/y_1)/y_1=4\Lambda+8$;
- $2y_2/y_1$ gives $\int[(1-y_1)^2-\beta^2/y_1^2]/y_1=-\Lambda-2$;
- $-2\beta/y_1^2$ gives $-2(1-\tfrac12)=-1$.

Thus $R_\beta\to\Lambda^2+3\Lambda+5-\pi^2/3$.

In the loops the mass adds $z\lambda^2$ to $\Delta$ and to $\Delta'$. At $s=0$, $N_0=0$, and the triangle has width $1-z$ at fixed $z$. Dropping the common factor $(\alpha/4\pi)(4\pi\mu^2/\lambda^2)^\epsilon\Gamma(\epsilon)$,

$$F_1(0)=2(1-\epsilon)^2\int_0^1(1-z)z^{-\epsilon}dz=\frac{2(1-\epsilon)}{2-\epsilon},\qquad\delta Z_2=-2(1-\epsilon)\int_0^1z^{1-\epsilon}dz=-F_1(0).$$

So $F_1(s)+\delta Z_2=F_1(s)-F_1(0)$ is finite at $\epsilon=0$, and in units $s=1$

$$V_\beta=\mathrm{Re}\int dx\,dy\left[-2\ln\frac{\Delta}{z\beta}+\frac{2(1-x)(1-y)}{\Delta}\right],\qquad\Delta=z\beta-xy-i0 .$$

Numerical integration gives $R_\beta=9.50395$, $28.79687$, $58.92619$ and $V_\beta=-8.00410$, $-27.29687$, $-57.42619$ at $\beta=10^{-2},10^{-3},10^{-4}$. The sums are $1.499854$, $1.499999$ and $1.500000$. The separate constants differ from those of dimensional regularization, and the sum agrees. The sum approaches its limit much faster than $R_\beta$ approaches its logarithmic form ($9.10221$ at $\beta=10^{-2}$). The deviations of the sum are compatible with a $\beta^2$ law, which is a conjecture here; the program asserts only that they are below $\beta$.

## Resolution, and where the cancellation fails

The divergences sit at $y_1\to0$ and $y_2\to0$, so a sum over the neighbourhood of these edges already removes them. Call a photon resolved if $y_1,y_2>y_c$. The resolved integral is finite in $d=4$. With $\Lambda_c=\ln y_c$ and $W=2/(y_1y_2)-2/y_1-2/y_2+y_1/y_2+y_2/y_1$, the range is $y_c<y_2<1-y_1$. Up to terms of order $y_c\ln y_c$, the first term gives $2\int dy_1\ln[(1-y_1)/y_c]/y_1=2\Lambda_c^2-\pi^2/3$, the next two give $-4\int(1-y_1)/y_1=4\Lambda_c+4$, and the last two give $\int(1-y_1)^2/y_1=-\Lambda_c-3/2$. Hence

$$\frac{\Gamma_{\rm res}}{\Gamma_0}=\frac{\alpha}{2\pi}\left[2\ln^2y_c+3\ln y_c+\frac52-\frac{\pi^2}{3}+O(y_c\ln y_c)\right],$$

and the rate with no resolved photon, $\Gamma_{\rm unres}/\Gamma_0=1+3\alpha/4\pi-\Gamma_{\rm res}/\Gamma_0$, is finite but keeps logarithms of the resolution. These cancel only in the total. When $(\alpha/\pi)\ln^2y_c$ approaches 1, first order no longer describes either rate.

The cancellation fails when degenerate states are told apart. If the energy fraction of the bare fermion is fixed at some $z<1$, the virtual term, which has $z=1$, does not contribute, and the collinear pole $-(1/\epsilon)(1+z^2)/(1-z)$ remains; a fermion mass $m$ cuts off the $y_2$ integral and leaves a logarithm of $s/m^2$ in place of the pole. Radiation collinear to incoming charged beams is likewise not covered, because a beam experiment does not sum over degenerate initial states. The value $3\alpha/4\pi$ itself holds for $s\gg m^2$, and the scale at which $\alpha$ is to be taken is not fixed until order $\alpha^2$.

## Worked example

Take a model massless fermion of unit charge, produced in $e^+e^-$ annihilation through one photon at $\sqrt s=10$ GeV, with the low-energy $\alpha=7.29735\times10^{-3}$. In $d=4$, $\mathrm{tr}1=4$, $T_2=4s$ and $\Phi_2=1/8\pi$, so $3sh=4s/8\pi$ and $h=1/6\pi$. The massless electron tensor is conserved and has $-g^{\mu\nu}L_{\mu\nu}=4s$, so $L_{\mu\nu}H^{\mu\nu}=4s^2h$. With flux factor $1/2s$, spin average $1/4$ and propagator $e^4/s^2$,

$$\sigma_0=\frac{e^4}{8s^3}\cdot\frac{4s^2}{6\pi}=\frac{4\pi\alpha^2}{3s}=\frac{4\pi(7.29735\times10^{-3})^2}{300\ \mathrm{GeV}^2}=2.23059\times10^{-6}\ \mathrm{GeV}^{-2}.$$

With $1\ \mathrm{GeV}^{-2}=3.89379\times10^5$ nb this is $0.8685$ nb. The correction relative to $\sigma_0$ is $\tfrac32\times1.16141\times10^{-3}=1.742\times10^{-3}$, or $0.174\%$. It adds $0.8685\times1.742\times10^{-3}=0.001513$ nb, and with the unrounded Born value the total is $0.868545+0.001513=0.870058$ nb, or $0.8701$ nb. This is the final-state correction alone, without vacuum polarization or initial-state radiation.

For $y_c=0.01$ a photon is resolved if its invariant mass with each fermion exceeds $\sqrt{0.01\times100\ \mathrm{GeV}^2}=1$ GeV. The resolved integral is $28.013$ by quadrature, against $27.810$ from the logarithmic form. Relative to $\Gamma_0$, the resolved rate is $1.16141\times10^{-3}\times28.013=0.0325$ and the unresolved rate is $1.0017-0.0325=0.9692$. About 3% of the Born rate moves from one class of events to the other, while the total changes by less than 0.2%.

The numerical check tests the traces, numerators and soft and collinear limits with explicit Dirac matrices in $d=4,6,8,10$, the loop, parameter and phase-space integrals by quadrature, the pole coefficients by numerical expansion, and the constant $3/2$ with both regulators.

## Values computed for the example and the checks

```
eps=-0.25: R quadrature 22.847121, closed form 22.847121
eps=-0.25: spacelike vertex quadrature -28.778845, closed form -28.778845
UV pole residues (alpha/4pi): vertex 1.000, self-energy -1.000
exp(gamma eps) R: 1/eps^2, 1/eps, const = 2.000000 3.000000 -2.014538
exp(gamma eps) V: 1/eps^2, 1/eps, const = -2.000000 -3.000000 3.514538
R+V at eps->0 = 1.500000; without cos(pi eps) = -8.369604
eps=-0.1: exp(gamma eps) x (R, V, R+V) = 168.85940 -167.06230 1.79710
eps=-0.01: exp(gamma eps) x (R, V, R+V) = 19698.08459 -19696.55303 1.53156
eps=-0.001: exp(gamma eps) x (R, V, R+V) = 1996997.99550 -1996996.49233 1.50317
beta=0.01: R 9.50395 (log form 9.10221), V -8.00410 (log form -7.60221), sum 1.499854
beta=0.001: R 28.79687 (log form 28.70395), V -27.29687 (log form -27.20395), sum 1.499999
beta=0.0001: R 58.92619 (log form 58.90948), V -57.42619 (log form -57.40948), sum 1.500000
ycut=0.01: resolved integral 28.0134, log form 27.8098
ycut=0.001: resolved integral 73.9507, log form 73.9210
ycut=0.0001: resolved integral 141.2437, log form 141.2399
alpha = 7.29735256e-03, 1/alpha = 137.0360, alpha/(2pi) = 1.161410e-03
relative correction = 1.742115e-03 = 0.1742 %, factor = 1.0017421
sqrt(s) = 10 GeV, s = 100 GeV^2, 1 GeV^-2 = 3.89379e+05 nb
Born cross section = 2.23059e-06 GeV^-2 = 0.868545 nb
final-state correction = 0.001513 nb, corrected = 0.870058 nb
ycut = 0.01 (invariant mass cut 1 GeV):
  resolved rate/Gamma0 = 0.032535, unresolved rate/Gamma0 = 0.969207
```
